Appendix: the NRQED coefficients c_F, c_S, c_D from the form factors

A.1 Result and conventions

For a spin-1/2 particle of mass M with electromagnetic form factors F1(q²) and F2(q²),

  c_F = F1(0) + F2(0)
  c_S = F1(0) + 2F2(0)
  c_D = F1(0) + 2F2(0) + 8M² F1′(0),   F1′ = dF1/dq².

Units are ħ = c = 1, Heaviside–Lorentz, with metric (+,−,−,−). The letters p, p′ and q = p′ − p denote three-vectors in dot and cross products, |q|² is the three-vector square, and q² = q0² − |q|² is the four-vector square. The slope is taken with respect to q². In terms of Q² = −q² the last term reads −8M² dF1/dQ².

The coupling is H_int = g j^μ A_μ, where g is a reference charge, and the on-shell matrix element of the current is ū(p′)Γ^μ u(p) with

  Γ^μ = F1(q²) γ^μ + iσ^{μν}q_ν F2(q²)/2M,   σ^{μν} = (i/2)[γ^μ,γ^ν].

Parity and time reversal are assumed, which excludes structures with γ5. Write Z = F1(0) and a = F2(0). For the electron g = −e and Z = 1; for a neutral particle g = e and Z = 0. The effective Lagrangian is

  L = ψ†{ iD_t + D²/2M + D⁴/8M³ + c_F g σ·B/2M + c_D g [∇·E]/8M² + i c_S g σ·(D×E − E×D)/8M² }ψ,
  D_t = ∂_t + igZA⁰,   D = ∇ − igZA.

In [∇·E] the derivative acts on E alone; in D×E it acts on everything to its right.

The result holds under four conditions. States are normalized to u†u = 1 (A.3). All momenta are small against M and against the scale on which the form factors vary. Γ^μ is one-photon irreducible, so vacuum polarization is not part of it, and the operator [∇·E] is kept as written; Gauss's law would allow it to be traded for contact interactions with the other charges, which shifts c_D. Finally, for a charged particle with photon loops F1′(0) is infrared divergent, and the c_D relation needs the reading given in A.6.

A.2 The NRQED vertices

The coefficients are fixed by requiring that both theories give the same on-shell amplitude for scattering off a weak external field. Define J^μ by L_int = −g J^μ A_μ = −gJ⁰A⁰ + gJ·A, to first order in the field, and compare J^μ order by order in the momenta. On shell

  q0 = E′ − E = (p′² − p²)/2M + …

is of second order, so q0² is of fourth order and q² = −|q|² up to fourth order.

Take A^μ = a^μ exp(iq·x − iq0 t), an incoming wave exp(ip·x)ξ and an outgoing wave exp(ip′·x)ξ′. Then

  E = −∇A⁰ − ∂_t A → −iq a⁰ + iq0 a,   B = ∇×A → iq×a.

A derivative acting on ψ alone gives ip; one acting on the product of field and ψ gives i(p+q) = ip′. Term by term:

Time derivative: iD_t contains −gZa⁰, so J⁰ ⊃ Z.

Kinetic term: the part of D²/2M linear in A is −igZ(∇·A + A·∇)/2M → gZ(p′+p)·a/2M, so J ⊃ Z(p+p′)/2M.

Fermi term: σ·(iq×a) = i a·(σ×q) by cyclic permutation of the triple product, so J ⊃ i c_F σ×q/2M.

Darwin term: ∇·E → iq·(−iq a⁰ + iq0 a) = |q|²a⁰ − q0 q·a. The first piece gives L ⊃ c_D g|q|²a⁰/8M², that is J⁰ ⊃ −c_D|q|²/8M².

Spin–orbit term: D×E → ip′×E and E×D → E×ip = −ip×E, so the difference is i(p+p′)×E. The a⁰ part is i(−i)(p+p′)×(p′−p) a⁰ = (p×p′ − p′×p)a⁰ = −2p′×p a⁰. Hence L ⊃ −i c_S g σ·(p′×p)a⁰/4M² and J⁰ ⊃ +i c_S σ·(p′×p)/4M².

The q0 a parts of the last two terms are q0 times one momentum, and the A-dependent part of D⁴ has three momenta; all enter J at third order. Through second order,

  J⁰ = Z − c_D|q|²/8M² + i c_S σ·(p′×p)/4M²   (1)
  J = Z(p+p′)/2M + i c_F σ×q/2M.   (2)

A.3 The relativistic current

In the Dirac representation β = γ⁰ = diag(1,−1), and α^i = γ⁰γ^i has σ^i in both off-diagonal blocks. The lower row of (α·p + βM)u = Eu reads σ·p u_upper = (E+M)u_lower, so

  u = N ( ξ , σ·p ξ/(E+M) ),   u†u = N²[1 + p²/(E+M)²] = N² 2E/(E+M),

using p² = (E−M)(E+M). The term iψ†∂_tψ normalizes NRQED plane waves to unit density, and (1) gives J⁰ = Z at p′ = p. The relativistic value there is Z u†u, so for Z ≠ 0 u†u = 1 and N = √((E+M)/2E). The same normalization is used for Z = 0, where the choice does not matter at this order: a second-order change of N² then multiplies only terms that already carry momenta. With E = M + p²/2M, N² = 1 − p²/4M², and through second order

  u = (1 − p²/8M²)( ξ , σ·p ξ/2M ).

The identity (σ·x)(σ·y) = x·y + iσ·(x×y) is used throughout, and ξ′†…ξ is understood.

Dirac part, time component. Since ū′γ⁰u = u′†u,

  ū′γ⁰u = 1 − (p² + p′²)/8M² + [p′·p + iσ·(p′×p)]/4M²
    = 1 − |q|²/8M² + iσ·(p′×p)/4M²,

because p² + p′² − 2p·p′ = |q|². With ūu = 1, N² = (E+M)/2M = 1 + p²/4M², and the scalar part becomes +(p+p′)²/8M². This is not a function of q, and since it enters J⁰ multiplied by Z, no value of c_D in (1) reproduces it when Z ≠ 0.

Dirac part, space components. ū′γ^i u = u′†α^i u = [σ^i σ·p + σ·p′ σ^i]/2M. Here σ^i σ·p = p^i + i(p×σ)^i and σ·p′ σ^i = p′^i − i(p′×σ)^i. The spin terms add to −i q×σ = iσ×q, so

  ū′γu = (p + p′ + iσ×q)/2M.

Pauli part, time component. σ^{00} = 0 and σ^{0j} = iγ⁰γ^j = iα^j. The lower-index component is q_j = −q^j, so iσ^{0j}q_j = i·i·(−α·q) = α·q. Then ū′α·q u = u′†β α·q u, where β leaves the upper row and reverses the sign of the lower row:

  u′†β α·q u = [σ·q σ·p − σ·p′ σ·q]/2M = [q·p − p′·q + iσ·(q×p − p′×q)]/2M.

Now q·p − p′·q = −|q|², q×p = p′×p and p′×q = −p′×p. With the prefactor 1/2M,

  ū′ iσ^{0ν}q_ν u/2M = [−|q|² + 2iσ·(p′×p)]/4M².

Pauli part, space components. σ^{ij} = ε^{ijk}Σ^k with Σ = diag(σ,σ), so iσ^{ij}q_j = −iε^{ijk}q^jΣ^k = i(Σ×q)^i, which between the leading spinors is i(σ×q)^i. The remaining term iσ^{i0}q0 is q0 times an off-diagonal matrix, which costs one more momentum, and is of third order. So the contribution is iσ×q/2M.

A.4 Matching

Expand F1(q²) = Z − F1′|q|² and F2(q²) = a − F2′|q|². The Pauli structures already carry two momenta in J⁰ and one in J, so F2′ first appears at fourth and third order. Collecting,

  J⁰ = Z − (Z + 2a + 8M²F1′)|q|²/8M² + i(Z + 2a)σ·(p′×p)/4M²
  J = Z(p+p′)/2M + i(Z + a)σ×q/2M.

The structures 1, |q|², σ·(p′×p), p+p′ and σ×q are independent, so comparison with (1) and (2) gives the three relations of A.1. Under parity momenta change sign and σ does not, so J⁰ is even and J odd in the momenta; the remainders are of fourth and third order. The term F1′|q|² counts as second order even when M²F1′ is larger than one, provided F1′|q|² ≪ 1. For a point Dirac particle with Z = 1, a = 0 and F1′ = 0, all three coefficients equal 1.

The numerical check solves the matching symbolically for unknown coefficients, finds no solution for ūu = 1 at general Z, and finds remainder orders 4.000 and 3.000 at finite momentum.

A.5 Two consequences

Spin–orbit. Eliminating a gives c_S = 2c_F − Z, and both terms can be identified at leading order in the velocity v = p/M. For a static curl-free field D×E − E×D → −2E×∇ = −2iE×p, so

  H_SO = −c_S g σ·(E×p)/4M².   (3)

In its rest frame the particle sees B′ = −v×E = E×p/M. The Fermi term gives −c_F g σ·B′/2M = −2c_F g σ·(E×p)/4M². The rest frame also rotates. On two-component spinors a boost is L(v) = 1 + σ·v/2 + v²/8 through second order, and a rotation is 1 − iσ·θ/2. A torque-free kick dw in the rest frame produces

  L(v)L(dw) = 1 + σ·(v+dw)/2 + v²/8 + v·dw/4 + iσ·(v×dw)/4.

The Hermitian part is L(v+dw) to first order in dw, and the last term is a rotation by dθ = dw×v/2. This is the Thomas precession ω = (dv/dt)×v/2; the factor comes out as 0.5000 in a test with 4×4 Lorentz matrices. With dv/dt = ZgE/M it adds ω·σ/2 = +Zg σ·(E×p)/4M². The sum is −(2c_F − Z)g σ·(E×p)/4M², which is (3).

Darwin term and charge radius. Define G_E = F1 + q²F2/4M² and r² = 6G_E′(0), not divided by Z. Then G_E′(0) = F1′ + a/4M², so 8M²F1′ + 2a = 8M²G_E′(0) and

  c_D = Z + (4/3)M²r².   (4)

In the Breit frame p = −q/2, p′ = q/2 the current J⁰ can be found exactly, and its |q|² term confirms (4). There E′ = E, q0 = 0 and p′×p = 0. The Dirac part is N²[1 − p²/(E+M)²] = [(E+M) − (E−M)]/2E = M/E. The Pauli part is (1/2M)N²(−|q|²/2 − |q|²/2)/(E+M) = −(M/E)|q|²/4M². Since E/M = √(1 + |q|²/4M²),

  J⁰ = G_E(−|q|²)/√(1 + |q|²/4M²) = Z − (G_E′ + Z/8M²)|q|² + …,

which is (1) with (4). The term Z in (4) comes from the factor M/E and survives at r = 0.

A.6 Photon loops and the infrared logarithm

Take Z = 1, g² = 4πα. Emitting a photon of momentum k gives the energy denominator k + [(p−k)² − p²]/2M = k − p·k/M + k²/2M, which reduces to k whenever k ≪ M and |p| ≪ M, whatever the ratio of k to |q|. The external field acts at a single vertex, so all photons with k ≪ M see a classical charge whose velocity jumps suddenly by Δv = q/M; the approximation fails only at k of order M, which sets the upper limit used below. The coupling −g v·A drives each mode (k, ε) of volume 𝒱 into a coherent state with amplitude b = ig∫dt ε·v(t)e^{ikt}/√(2k𝒱), in dipole approximation. Integration by parts turns v(t) into Δv δ(t), so |b|² = g²|ε·Δv|²/(2k³𝒱). The polarization sum is Δv² sin²θ, with angular average (2/3)Δv². The mean photon number is

  N_γ = ∫d³k/(2π)³ · g²(2/3)Δv²/2k³ = (2α/3π)(|q|²/M²)∫dk/k.

A coherent state overlaps the vacuum with modulus exp(−|b|²/2), so the elastic amplitude is multiplied by 1 − N_γ/2. Comparing with F1 = 1 − F1′|q|², for an infrared cutoff λ and an upper limit of order M,

  M²F1′ = (α/3π) ln(M/λ) + constant.

The coefficient 1/3 of α/π is tested by an angular quadrature of the relativistic soft factor (0.33333) against the one-loop vertex integral with a photon mass (0.33332, with corrections of order λ/M).

NRQED contains the same coupling −g v·A, so its one-loop amplitude has the same logarithm, running from λ up to its ultraviolet scale μ. The vertex diagram supplies a term in p·p′ and the wave-function factors of the external legs supply terms in p² and p′²; only the sum depends on |q|² alone. The logarithm left in c_D is (8α/3π)ln(M/μ), with 8α/3π = 0.006194. It is accompanied by a constant of order α that depends on how μ is defined. In dimensional regularization the NRQED loops, expanded in the external on-shell momenta, have the form I = ∫d^dk k^{−n}. Rescaling k → sk gives I = s^{d−n}I, so I = 0: the ultraviolet and infrared poles cancel. The relations of A.1 then hold with dimensionally regulated form factors. The infrared pole of F1′ equals that of the NRQED loop, and the ultraviolet pole of that loop is removed by the counterterm of c_D, which leaves a μ-dependent c_D. With a photon mass or a cutoff the NRQED loop is not zero and must be subtracted; inserting F1′(λ) directly into c_D is then wrong at order α.

A.7 Bound states in a static potential

For a particle of mass m with Z = 1 and V = gA⁰, gE = −∇V. With H = −L_int, D⁴ → p⁴, and (3) with gE = −V′(r) r̂,

  δH = −p⁴/8m³ + c_D∇²V/8m² + c_S V′ L·S/(2m²r).   (5)

Take V = −ζ/r, where ζ is the source charge number times α (written Za in the output). Energies below are in units mζ⁴ and lengths in units 1/mζ.

Darwin: ∇²V = 4πζδ³(r) and |ψ_nS(0)|² = 1/πn³ give c_D/2n³ for S states.

Kinetic: p²ψ = 2m(E_n − V)ψ gives −⟨(1/r − 1/2n²)²⟩/2. The radial functions 2e^{−r}, (1 − r/2)e^{−r/2}/√2 and r e^{−r/2}/√24 give ⟨1/r⟩ = 1, 1/4, 1/4 and ⟨1/r²⟩ = 2, 1/4, 1/12 for 1S, 2S, 2P. The shifts are −(1/4 − 1 + 2)/2 = −5/8, −(1/64 − 1/16 + 1/4)/2 = −13/128 and −(1/64 − 1/16 + 1/12)/2 = −7/384.

Spin–orbit: for 2P, ⟨1/r³⟩ = ∫r e^{−r}dr/24 = 1/24, and L·S = [j(j+1) − l(l+1) − 3/4]/2 is −1 for j = 1/2 and +1/2 for j = 3/2. The shifts are −c_S/48 and +c_S/96, and the splitting is c_S mζ⁴/32.

The relativistic counterpart uses Γ⁰ as an operator. The F1 term replaces V(q) by V₁ = F1(−|q|²)V(q). The F2 term is βα·q V₂(q)/2m with V₂ = F2(−|q|²)V(q), or −iβα·∇V₂/2m. Write ψ = (GΩ_κ, iFΩ_{−κ})/r with the phase convention σ·r̂ Ω_κ = −Ω_{−κ}, for which

  G′ + κG/r = (E − V + m)F,   F′ − κF/r = −(E − V − m)G.

Then βα·r̂ ψ = (−iFΩ_κ, GΩ_{−κ})/r, whose radial overlap with ψ is G(−iF) + (−iF)G = −2iGF. Multiplying by −iV₂′/2m, the first-order shift is −(1/m)∫V₂′GF dr.

A.8 Worked examples

(a) Model: F1 = 1/(1 − q²/Λ²), F2 = aF1, a = 0.5, Λ = 2m. Then m²F1′ = m²/Λ² = 0.25 and

  c_F = 1 + 0.5 = 1.5,   c_S = 1 + 1 = 2,   c_D = 1 + 1 + 8(0.25) = 4.

Also m²r² = 6(0.25 + 0.5/4) = 2.25, and (4) gives 1 + (4/3)(2.25) = 4. Since Λ²/[|q|²(Λ²+|q|²)] = 1/|q|² − 1/(|q|²+Λ²), the folded potentials are V₁ = −ζ(1 − e^{−Λr})/r and V₂ = aV₁. The shifts from the Bohr levels, in units mζ⁴, are compared with Dirac–Coulomb energies plus both form-factor terms in first order at ζ = 10⁻⁵:

  1S½: −0.625000 + 2.000000 = 1.375000; Dirac–Pauli 1.374970
  2S½: −0.101562 + 0.250000 = 0.148438; Dirac–Pauli 0.148434
  2P½: −0.018229 − 0.041667 = −0.059896; Dirac–Pauli −0.059896
  2P3/2: −0.018229 + 0.020833 = 0.002604; Dirac–Pauli 0.002604

The 1S difference is a term of order mζ⁵. With m = 1, G = 2ζ^{3/2} r e^{−ζr}, and F = (G′ − G/r)/2 = −ζG/2 at leading order. The F1 term is ∫G² ζe^{−Λr}/r dr = 4ζ⁴/(Λ+2ζ)² ≈ ζ⁴(1 − 2ζ). For the F2 term r²V₂′ = aζ(1 − e^{−Λr} − Λr e^{−Λr}), so it equals 2aζ⁵(1/2ζ − 2/Λ) ≈ ζ⁴(0.5 − ζ). The corrections add to −3ζ = −3×10⁻⁵, as printed. Second-order terms in the form-factor potentials are left out of this comparison, so −3ζ is not the full mζ⁵ coefficient of the model.

(b) Electron in hydrogen, for an infinitely heavy point nucleus. With a_e = 0.001159652,

  c_F = 1.001159652,   c_S = 1 + 2(0.001159652) = 1.002319304.

From mα⁴/h = 350377.08 MHz, mα⁴/32h = 10949.28 MHz. The anomaly adds 0.002319304 × 10949.28 = 25.39 MHz, and the 2P splitting from (5) is 10974.68 MHz. The Dirac–Pauli value is 10975.04 MHz, larger by 0.37 MHz before rounding, or 3×10⁻⁵ of the splitting. All but 0.002 MHz of this, which comes from the anomaly at the next order, is the mα⁶ term of the Dirac levels E = m[1 + α²/(n_r+γ)²]^{−1/2}, γ = √(κ² − α²). For 2P3/2 (κ = −2, n_r = 0), E/m = √(1 − α²/4) = 1 − α²/8 − α⁴/128 − α⁶/1024. For 2P½ (κ = 1, n_r = 1), E/m = √((1+γ)/2) with (1+γ)/2 = 1 − α²/4 − α⁴/16 − α⁶/32, so E/m = 1 − α²/8 − 5α⁴/128 − 21α⁶/1024. The difference is (α⁴/32)(1 + 5α²/8), and (5/8)(7.29735×10⁻³)² × 10949.28 = 0.36 MHz. These digits belong to the stated model: the reduced mass 0.510721 MeV differs from m_e = 0.510999 MeV by 5×10⁻⁴ relative to m_e, and recoil is not included. No number is given for the electron's c_D, since it depends on μ.

(c) Proton, with radiative corrections to the form factors ignored. The inputs are the moment 2.792847 nuclear magnetons, so a = 1.792847, r = 0.84075 fm, M = 938.2721 MeV and ħc = 197.3270 MeV fm. Then

  Mr = 938.2721 × 0.84075/197.3270 = 3.9977
  M²G_E′ = 3.9977²/6 = 2.6636
  M²F1′ = 2.6636 − 1.792847/4 = 2.2154,   8M²F1′ = 17.723
  c_F = 2.7928,   c_S = 1 + 2(1.792847) = 4.5857,   c_D = 4.5857 + 17.723 = 22.309.

The slope supplies about four fifths of c_D, because the proton radius is four times 1/M. The digits here and below follow from the stated inputs: the uncertainty of r, ±0.00064 fm, moves c_D by ±0.03 and the size shift below by ±0.002 MHz, and the ignored logarithm of A.6 would add about 0.05 to c_D for μ = m_e. In hydrogen the proton sits in the potential V = −α/r of the electron, and the Darwin term of (5) with mass M shifts 1S by c_D πα|ψ(0)|²/2M², with |ψ(0)|² = (0.510721 × 7.29735×10⁻³)³/π = 1.64777×10⁻⁸ MeV³. By (4) the part c_D − 1 equals the finite-size shift (2π/3)αr²|ψ(0)|²:

  21.309 × π × 7.29735×10⁻³ × 1.64777×10⁻⁸/(2 × 938.2721²) MeV = 4.572×10⁻⁹ eV,

or 1.1054 MHz. The point part is 0.0519 MHz and the sum is 1.1573 MHz. The point part is one of the recoil terms of order m_e³α⁴/M², not their total.

The size shift can also be computed in first order without expanding in r, for a dipole G_E = (1 + |q|²/Λ_d²)⁻², for which r² = 12/Λ_d² and V changes by αe^{−Λ_d r}(1/r + Λ_d/2). Quadrature over the 1S density gives 1.10542 MHz against 1.10544 MHz. With y = Λ_d r and s = 2m_rα/Λ_d (m_r the reduced mass), the integral is ∫e^{−(1+s)y}(y + y²/2)dy = (1+s)⁻² + (1+s)⁻³ ≈ 2(1 − 5s/2). The relative deficit 5m_rα/Λ_d = 5m_rαr/√12 is 2×10⁻⁵, the size seen. It arises from the variation of the unperturbed ψ across the proton and lies beyond the order that c_D describes. The change of ψ caused by the finite size enters at the same relative order m_rαr and is left out here, so 5/√12 is not the full coefficient at that order.

Values computed for the example and the checks

```
symbolic matching (s1 = dF1/dq^2): cF, cS, cD = (Z + a, Z + 2*a, 8*M**2*s1 + Z + 2*a)
model: a = 0.5, Lambda = 2.0 m, m^2 F1' = 0.2500
model: cF = 1.5000, cS = 2.0000, cD = 4.0000
remainder order in momentum: J0 4.000, spatial J 3.000
model: m^2 r^2 = 2.2500, 1 + (4/3) m^2 r^2 = 4.0000
Thomas rotation / (dv x v) = 0.5000
d(m^2 F1')/dln(m/lam) in alpha/pi: eikonal 0.33333, vertex loop 0.33332
alpha = 7.297352564e-03; change of cD per unit log = 0.006194
1S1/2 [m(Za)^4]: p^4 -0.625000, Darwin 2.000000, SO 0.000000
1S1/2 [m(Za)^4]: NRQED 1.375000, Dirac-Pauli (Za=1e-5) 1.374970
2S1/2 [m(Za)^4]: p^4 -0.101562, Darwin 0.250000, SO 0.000000
2S1/2 [m(Za)^4]: NRQED 0.148438, Dirac-Pauli (Za=1e-5) 0.148434
2P1/2 [m(Za)^4]: p^4 -0.018229, Darwin 0.000000, SO -0.041667
2P1/2 [m(Za)^4]: NRQED -0.059896, Dirac-Pauli (Za=1e-5) -0.059896
2P3/2 [m(Za)^4]: p^4 -0.018229, Darwin 0.000000, SO 0.020833
2P3/2 [m(Za)^4]: NRQED 0.002604, Dirac-Pauli (Za=1e-5) 0.002604
electron: a_e = 0.001159652, cF = 1.001159652, cS = 1.002319304
m alpha^4 / h = 350377.08 MHz; m alpha^4/32 = 10949.28 MHz
2P splitting: NRQED 10974.68 MHz, anomaly part 25.39 MHz
2P splitting: Dirac-Pauli 10975.04 MHz
proton: mu = 2.792847 mu_N, F2(0) = 1.792847, r = 0.84075 fm
M = 938.2721 MeV, hbar c = 197.3270 MeV fm, M r = 3.9977
proton: M^2 G_E' = 2.6636, M^2 F1' = 2.2154, 8 M^2 F1' = 17.723
proton: cF = 2.7928, cS = 4.5857, cD = 22.309
m_e = 0.510999 MeV, reduced mass = 0.510721 MeV, |psi(0)|^2 = 1.64777e-08 MeV^3
1S point part = 0.05188 MHz, size part = 1.10544 MHz, total = 1.15732 MHz
1S size part = 4.5717e-09 eV; dipole quadrature = 1.10542 MHz
```
